# Largest-time cancellation and vanishing vacuum diagrams on the Keldysh contour

## 1. The contour expansion and its latest vertex

Suppose that the occupation of one site, measured at time $t_x$, is expanded in powers of the interaction on a contour that runs from time $0$ to a later time $T$ and back. Already at first order one contribution is the unperturbed occupation multiplied by a closed loop that is not connected to the measurement. In the two-site model used below, the forward part of this loop alone is $-0.352\,i$, and its magnitude grows with $T$. If such loops survived, the sum of diagrams for a measured quantity would depend on where the contour was chosen to turn, and it would have to be divided by the sum of closed loops to give the average. They do not survive, because the two branch positions of the latest vertex cancel.

### The expansion

Hartree atomic units are used, with $\hbar=1$. The Hamiltonian is $H=H_0+V$, where

$$H_0=\sum_{ij\sigma}h_{ij}c^\dagger_{i\sigma}c_{j\sigma},\qquad V=U\sum_j n_{j\uparrow}n_{j\downarrow},\qquad n_{j\sigma}=c^\dagger_{j\sigma}c_{j\sigma}. \tag{1}$$

The number of sites is finite. The initial density matrix $\rho$ has unit trace, and $\langle X\rangle=\mathrm{Tr}(\rho X)$. It need not commute with $H_0$, so the system may start out of equilibrium.

Let $V(t)=e^{iH_0t}Ve^{-iH_0t}$ and $S(t)=e^{iH_0t}e^{-iHt}$. Differentiation gives

$$\frac{dS}{dt}=e^{iH_0t}(iH_0-iH)e^{-iHt}=-i\,e^{iH_0t}Ve^{-iHt}=-iV(t)S(t). \tag{2}$$

With $S(0)=1$, iteration yields the time-ordered series

$$S(T)=\sum_m\frac{(-i)^m}{m!}\int_0^T\!dt_1\cdots dt_m\,\mathcal T[V(t_1)\cdots V(t_m)]. \tag{3}$$

The factor $1/m!$ compensates for integrating over all $m!$ orderings of the times. The adjoint $S^\dagger(T)$ has $+i$ in place of $-i$ and the reverse operator order, with earlier times to the left. Since $S$ is unitary,

$$Z=\langle S^\dagger(T)S(T)\rangle=1. \tag{4}$$

This fixes the sum of all terms at each order in $U$. It does not say that individual diagrams vanish.

The product $S^\dagger S$ is one ordered expression on a contour $C$. The forward branch F runs from $0$ to $T$ and has sign $s=+1$; the backward branch B runs from $T$ to $0$ and has $s=-1$. A contour point is a pair $z=(t,s)$, and its distance along the contour is

$$\tau(t,+1)=t,\qquad \tau(t,-1)=2T-t. \tag{5}$$

The symbol $\mathcal T_C$ places operators with larger $\tau$ to the left, with a minus sign for each exchange of two fermion operators. It therefore puts B to the left of F, orders F by increasing time towards the left, and orders B the opposite way, as $S^\dagger S$ requires. On B the contour element is $dz=-dt$ when the time integral is written from $0$ to $T$, so $dz=s\,dt$ on both branches. Hence

$$Z=\sum_n\frac1{n!}\sum_{s_1\ldots s_n}\int_0^T\!d^nt\,\prod_{k=1}^n(-is_k)\,\langle\mathcal T_C V(z_1)\cdots V(z_n)\rangle. \tag{6}$$

The factorials agree with (3). There are $n!/[m!(n-m)!]$ ways to put $m$ of the $n$ vertices on F, and multiplication by $1/n!$ leaves $1/m!$ for $S$ and $1/(n-m)!$ for $S^\dagger$.

### Propagators

For each spin, define

$$G_{ij}(1,2)=-i\langle\mathcal T_C\,c_i(1)c_j^\dagger(2)\rangle,\qquad L_{ij}(1,2)=-iG_{ij}(1,2). \tag{7}$$

The line factor $L$ absorbs a power of $i$ that would otherwise accompany every propagator. The operators evolve with $H_0$. From $[c_a^\dagger c_b,c_i]=-\delta_{ai}c_b$ one finds $\dot c_i=i[H_0,c_i]=-i\sum_a h_{ia}c_a$, and so $c_i(t)=\sum_a(e^{-iht})_{ia}c_a$. Let $(n_0)_{ab}=\langle c_b^\dagger c_a\rangle$, taken equal for the two spins.

If point 1 is earlier on $C$, the ordering puts $c_j^\dagger(2)$ to the left with one minus sign. Then $G=G^<=i\langle c_j^\dagger(t_2)c_i(t_1)\rangle$. If point 1 is later, $G=G^>=-i\langle c_i(t_1)c_j^\dagger(t_2)\rangle$. Inserting the free evolution, and using $\langle c_ac_b^\dagger\rangle=\delta_{ab}-(n_0)_{ab}$, gives

$$L^<(t_1,t_2)=e^{-iht_1}n_0e^{iht_2},\qquad L^>(t_1,t_2)=-e^{-iht_1}(1-n_0)e^{iht_2}. \tag{8}$$

The eigenvalues of $n_0$ lie between 0 and 1, and the exponentials are unitary. Every matrix element of $L^<$ and $L^>$ therefore has magnitude at most 1.

A line may also begin and end at the same vertex. The interaction contains $c^\dagger c$ with the creator on the left, so the creator must be taken infinitesimally later on the contour. This gives $L^<$ on both branches:

$$L_{jj}(z,z)=L^<_{jj}(t,t)=(e^{-iht}n_0e^{iht})_{jj}\equiv n_j(t). \tag{9}$$

On B, "later on the contour" means earlier in physical time. The rule must follow the contour, so that the same operator $V$ acts on both branches.

### Individual diagrams

The initial state is assumed to be Gaussian, which means that $\rho$ is proportional to the exponential of a one-body operator. In the basis that diagonalizes this operator, $\rho\propto\exp(-\sum_a\kappa_an_a)$, and therefore $c_a\rho=e^{-\kappa_a}\rho c_a$. Let $A_2,\ldots,A_M$ be linear in creators and annihilators, with $M$ even. Moving $c_a$ to the right through all of them gives

$$\langle c_aA_2\cdots A_M\rangle=\sum_{k=2}^M(-1)^k\{c_a,A_k\}\langle\cdots\text{without }A_k\cdots\rangle-\langle A_2\cdots A_Mc_a\rangle. \tag{10}$$

By cyclicity of the trace, the last average equals $e^{-\kappa_a}\langle c_aA_2\cdots A_M\rangle$. The case $M=2$ then gives $\langle c_aA_k\rangle=\{c_a,A_k\}/(1+e^{-\kappa_a})$. For general $M$ the sum in (10) thus becomes a sum over pair averages $\langle c_aA_k\rangle$ with sign $(-1)^k$. The same holds for $c_a^\dagger$ with $\kappa_a\to-\kappa_a$, and by linearity for any first operator. Repetition reduces the average to products of pairs, which is Wick's theorem. Occupations of 0 or 1 follow as limits. Contour ordering changes the sign of both sides equally, so the theorem also holds under $\mathcal T_C$.

To apply it to densities, write $n_j(z)=-\mathcal T_C[c_j(z)c_j^\dagger(z^+)]$, where $z^+$ is infinitesimally later on $C$. Averages of two annihilators or two creators vanish. Each annihilator at vertex $k$ is therefore paired with a creator at some vertex $P(k)$, where $P$ is a permutation. Each pair gives $iG=-L$, and this minus sign cancels the one from the density. For one spin,

$$\Big\langle\mathcal T_C\prod_{k=1}^nn_{j_k}(z_k)\Big\rangle=\sum_P\mathrm{sgn}(P)\prod_{k=1}^nL_{j_kj_{P(k)}}(z_k,z_{P(k)}). \tag{11}$$

For two vertices this is $n_{j_1}(t_1)n_{j_2}(t_2)-L_{j_1j_2}(1,2)L_{j_2j_1}(2,1)$. Neither $\rho$ nor $H_0$ mixes the spins, so the average in (6) factorizes into one factor (11) for each spin. A labelled diagram is a pair of permutations $(P,Q)$, with integrand

$$D_{PQ}=\mathrm{sgn}(P)\,\mathrm{sgn}(Q)\prod_k(-is_kU)\sum_{j_1\ldots j_n}\prod_kL_{j_kj_{P(k)}}(z_k,z_{P(k)})\,L_{j_kj_{Q(k)}}(z_k,z_{Q(k)}). \tag{12}$$

There are $(n!)^2$ such diagrams at order $n$: 1, 4 and 36 at the first three orders.

### The branch of the latest vertex

Let $t_1>t_2$, with both times between $0$ and $T$, and compare the two branch positions of point 1.

If point 2 is on F, then $\tau_2=t_2$. Point 1 has $\tau_1=t_1>t_2$ on F and $\tau_1=2T-t_1\ge T>t_2$ on B. It is later on the contour in both cases.

If point 2 is on B, then $\tau_2=2T-t_2$. Point 1 has $\tau_1=t_1\le T<2T-t_2$ on F and $\tau_1=2T-t_1<2T-t_2$ on B. It is earlier on the contour in both cases.

Therefore, whichever branch point 1 occupies,

$$\begin{aligned}L(1,2)&=L^>(t_1,t_2),& L(2,1)&=L^<(t_2,t_1)&&(2\text{ on F}),\\ L(1,2)&=L^<(t_1,t_2),& L(2,1)&=L^>(t_2,t_1)&&(2\text{ on B}).\end{aligned} \tag{13}$$

Geometrically, the latest point can slide around the turning point of the contour without passing any other vertex. Its order relative to the others is unchanged.

Now fix distinct vertex times in (12), let $m$ be the latest vertex, and fix all other branches. Lines between $m$ and another vertex do not depend on $s_m$, by (13). Lines that start and end at $m$ do not depend on it, by (9). The remaining lines do not contain $s_m$ at all. The only dependence left is the explicit sign, so $D_{PQ}=s_mW$ with $W$ independent of $s_m$, and

$$\sum_{s_m=\pm1}D_{PQ}=W-W=0. \tag{14}$$

This is the largest-time cancellation. It holds at each set of distinct times and for each diagram separately.

### A third-order case

Take two sites with hopping 0.10, an offset of 0.05 on site 1 and $U=0.05$ hartree:

$$h=\begin{pmatrix}0.05&-0.10\\-0.10&0\end{pmatrix},\qquad n_0=\begin{pmatrix}0.9&0\\0&0.2\end{pmatrix}. \tag{15}$$

These are round model parameters. The turning time is $T=10$ atomic units, or 0.242 fs. In the ring diagram considered here, both spins run $1\to2\to3\to1$, and the times are $(t_1,t_2,t_3)=(3,8,5)$, so vertex 2 is the latest.

With vertices 1 and 3 on F, (13) gives the lines $L^<(1,2)$, $L^>(2,3)$ and $L^>(3,1)$ for either branch of vertex 2. Both spins carry the same lines, so each product is squared. With all three vertices on F, $(-i)^3=i$ and

$$D_{FFF}=iU^3\sum_{j_1j_2j_3}\left[L^<_{j_1j_2}(3,8)\,L^>_{j_2j_3}(8,5)\,L^>_{j_3j_1}(5,3)\right]^2. \tag{16}$$

Moving vertex 2 to B replaces one factor $-i$ by $+i$ and changes nothing else. The values, in $10^{-6}$ hartree$^3$, are:

| Branches of 1, 3 | Vertex 2 on F | Vertex 2 on B |
|---|---|---|
| F, F | $-0.695+2.567i$ | $+0.695-2.567i$ |
| F, B | $+0.167-2.906i$ | $-0.167+2.906i$ |
| B, F | $-0.160-2.429i$ | $+0.160+2.429i$ |
| B, B | $+0.872+2.907i$ | $-0.872-2.907i$ |

Each row sums to zero. The earliest vertex has no such property. When vertex 1 moves from F to B with the others on F, it passes both of them on the contour, so $L(1,2)$ changes from $L^<$ to $L^>$ and $L(3,1)$ from $L^>$ to $L^<$. With vertex 2 on F and vertex 3 on B, the sum over the branches of vertex 1 is

$$(0.167-2.906i)+(0.872+2.907i)\simeq1.04, \tag{17}$$

in the same unit. It is the latest vertex that gives the general cancellation.

## 2. Closed diagrams, measured quantities and conditions

The second half uses the following notation. A contour point is $z=(t,s)$, with $s=+1$ on the forward branch F and $s=-1$ on the backward branch B; the contour turns at $T$. A line is $L=-iG$. It equals $L^>$ if its first point is later on the contour and $L^<$ otherwise, with the forms (8), and a line closing on its own vertex gives the occupation $n_j(t)$. A diagram of order $n$ has the integrand $D_{PQ}$ of (12), where $P$ and $Q$ connect the vertices for the two spins and each vertex carries $-isU$. By (14), the sum of $D_{PQ}$ over the two branches of the latest vertex is zero. The example has two sites, $U=0.05$ hartree, $T=10$ atomic units and initial occupations 0.9 and 0.2 per spin.

### Integration over times

A closed vacuum diagram contains only internal vertices. Its value is

$$v_{PQ}=\frac1{n!}\int_0^T\!d^nt\sum_{s_1\ldots s_n}D_{PQ}(t_1s_1,\ldots,t_ns_n),\qquad n\ge1. \tag{18}$$

Apart from coincident times, the integration region is the union of $n$ sectors. In sector $m$, vertex $m$ has the largest time. Its branch sum can be performed first, because all branch sums are finite:

$$v_{PQ}=\frac1{n!}\sum_{m=1}^n\int_{\text{sector }m}\!d^nt\sum_{\{s_k\},\,k\ne m}\Big[\sum_{s_m}D_{PQ}\Big]=0. \tag{19}$$

The bracket is zero by (14). Coincident times form a set of zero volume. They cannot contribute, because the integrand is bounded: each line has magnitude at most 1, so on $M$ sites $|D_{PQ}|\le(UM)^n$ for $U>0$. Thus every closed vacuum diagram vanishes separately.

The proof does not use the value of the prefactor, so collecting equivalent labelled diagrams with a symmetry factor changes nothing. Nor does it use connectedness. Equation (4) is recovered, since only the term of order zero is left in $Z$.

The on-site form of $V$ is not essential. Let $V$ be any instantaneous, number-conserving interaction with creators to the left of annihilators. Wick's theorem again gives products of lines between vertices, and (13) applies to each of them. A Coulomb interaction between distant sites counts here as one vertex with one time and one branch, even if it is drawn as a line with two ends. Both ends must be moved to the other branch together. Time-dependent $h$ and $U$ are also allowed if they are the same on both branches. The exponentials in (8) are then replaced by the corresponding one-body evolution, and the order of points on the contour is unaffected.

### First and second order

At first order the single vertex is also the latest. Each spin contributes $n_j(t)$, and the forward part is

$$v_F=-iU\int_0^Tdt\sum_jn_j(t)^2=-0.352\,i. \tag{20}$$

Since $UT=0.5$, the time average of $\sum_jn_j^2$ is $0.352/0.5=0.704$. At the start it is $0.9^2+0.2^2=0.85$, and for two equal occupations of 0.55 it would be 0.605. The backward part has the opposite sign and the same equal-time lines, so it is $+0.352\,i$.

At second order consider the ring in which both spins connect vertex 1 to vertex 2 and back. Define

$$A(t_1,t_2)=\sum_{j_1j_2}\left[L^>_{j_1j_2}(t_1,t_2)\,L^<_{j_2j_1}(t_2,t_1)\right]^2. \tag{21}$$

The permutation signs multiply to $(-1)^2=1$. The vertex factors are $(-iU)^2=-U^2$ for FF, $(+iU)^2=-U^2$ for BB and $(-iU)(+iU)=U^2$ for one vertex on each branch. For $t_1>t_2$, (13) gives

$$\begin{aligned}D_{FF}&=-U^2A(t_1,t_2),&D_{BF}&=+U^2A(t_1,t_2),\\D_{FB}&=+U^2A(t_2,t_1),&D_{BB}&=-U^2A(t_2,t_1),\end{aligned} \tag{22}$$

where the first letter is the branch of vertex 1. Each line of (22) sums to zero. These are the two pairs that differ in the branch of the later vertex. For $t_2>t_1$ the roles of the vertices are exchanged.

The integrated values can be related to one complex number. Taking the adjoint of (8) gives $L^{\lessgtr}_{ij}(t_1,t_2)^*=L^{\lessgtr}_{ji}(t_2,t_1)$. Conjugating the bracket in (21) then exchanges the two times, and therefore $A(t_1,t_2)^*=A(t_2,t_1)$. Let $a$ be the integral of $A(t_1,t_2)$ over the triangle $t_1>t_2$.

For FF the two triangles contribute equally after the vertices are relabelled. With the prefactor $1/2!$ this gives $-\tfrac12U^2(a+a)=-U^2a$. For BB it gives $-U^2a^*$. For FB and BF one triangle contributes $a$ and the other $a^*$, so each is $\tfrac12U^2(a+a^*)=U^2\,\mathrm{Re}\,a$. The total is

$$-U^2a-U^2a^*+2U^2\,\mathrm{Re}\,a=0. \tag{23}$$

In the example, $U^2a=0.00882+0.00112i$. The FF part is $-0.00882-0.00112i$, BB is its complex conjugate, and FB and BF are each $+0.00882$. The same-branch terms were integrated over triangles and the mixed terms over the whole square, so their nodes do not cancel pairwise. The four integrals add to zero within rounding, with a remainder of order $10^{-17}$.

The individual parts are not zero. The cancellation cannot be used to discard diagrams in a calculation that has the forward branch alone. There the second-order diagrams of the example add to $-0.0893-0.0011i$, and they belong to the amplitude $\langle S(T)\rangle$. This is the average of a unitary operator, and it need not equal 1.

### When something is measured

Let $O$ be an observable measured at $t_x<T$, and let $O(t_x)$ evolve with $H_0$. Its average in the interacting system is $\langle S^\dagger(t_x)O(t_x)S(t_x)\rangle$. Write $S(T)=S(T,t_x)S(t_x)$, where $S(T,t_x)$ is unitary, and insert $S^\dagger(T,t_x)S(T,t_x)=1$ to the left of $O$:

$$\langle O\rangle_{t_x}=\langle S^\dagger(T)\,S(T,t_x)\,O(t_x)\,S(t_x)\rangle. \tag{24}$$

This is a contour-ordered average with $O$ on F, and it needs no division by $Z$. Its branch is fixed and carries no sum.

If the latest internal vertex lies after $t_x$, it is later than every other point, including the external one. Equation (13) then applies to all its lines, and its two branch positions cancel. What remains is the region in which every internal time is below $t_x$. With several external points, the same reasoning sets the upper limit at the largest external time. The choice of $T$ therefore drops out, and an interaction that acts after the last measurement has no effect on it.

A diagram may also contain a part that is not connected to any external point. Lines in that part join its own vertices only, and each line depends only on its two end points. The permutations map this set of vertices onto itself, so their signs factorize, as do the site sums, the branch sums and the time integrals. The separate factor is a closed vacuum diagram and vanishes by (19), even if all its times are earlier than $t_x$. Only diagrams in which every vertex is connected to an external point remain.

For the occupation of site 1 with spin up, the two-vertex form of (11) gives the first-order average

$$U\sum_jn_j(t)\left[n_1(t_x)n_j(t)-L_{1j}(z_x,z)L_{j1}(z,z_x)\right]. \tag{25}$$

The factor outside the bracket comes from spin down. The first term is the unconnected loop of the opening example. It has no dependence on the branch of $z$, and the sum over $-is$ removes it.

In the second term, let $t<t_x$ and define

$$X_j(t)=L^>_{1j}(t_x,t)\,L^<_{j1}(t,t_x). \tag{26}$$

With $z$ on F the external point is later on the contour, and the product of lines is $X_j$. With $z$ on B it is earlier, and the product is $L^<_{1j}(t_x,t)L^>_{j1}(t,t_x)=X_j^*$. The vertex factors $-i$ and $+i$, together with the minus sign in (25), give

$$\begin{aligned}\delta n_1(t_x)&=iU\int_0^{t_x}dt\sum_jn_j(t)\,[X_j(t)-X_j^*(t)]\\&=-2U\int_0^{t_x}dt\sum_jn_j(t)\,\mathrm{Im}\,X_j(t).\end{aligned} \tag{27}$$

The result is real, as an occupation must be. It is the linear response to the mean-field potential $Un_j(t)$ produced by the opposite spin.

A potential equal on all sites should not move charge, and (27) respects this. If $n_j(t)$ is the same for all $j$, the required sum is

$$\sum_jX_j=-\left[e^{-iht_x}(1-n_0)n_0e^{iht_x}\right]_{11}. \tag{28}$$

This is a diagonal element of a Hermitian matrix. It is real, and the shift vanishes.

For $t_x=4$ atomic units the occupation without interaction is 0.7942. Equation (27) gives a shift of $+0.000453$, which is 0.06% of that occupation. Propagation with the full Hamiltonian in the 16-dimensional Fock space, expanded to first order in $U$, gives the same shift to the digits quoted. Without the expansion, the shift at $U=0.05$ hartree is $+0.000708$. The first-order term is therefore not an accurate estimate of the whole shift here; the second-order term, $+0.000257$, accounts for the difference to within 1%. The integrand is $1.73\times10^{-4}$ hartree at $t=2$ and zero at $t=7$, after the measurement.

### Conditions that can fail

The first condition is that the branches carry the same interaction. Let the coupling be $U$ on F and $rU$ on B. The two positions of the latest vertex then have factors $-iU$ and $+irU$, and their sum is proportional to $1-r$. Now $Z=\langle S_r^\dagger S\rangle$, where $S_r$ is the evolution with coupling $rU$. This is an overlap between two different evolutions.

At first order (20) is multiplied by $1-r$. At second order let $x+iy$ be the sum of all FF diagrams. The BB sum is $x-iy$, because $\langle S^\dagger\rangle=\langle S\rangle^*$. The mixed sum must be $-2x$, since the total vanishes at $r=1$. Hence, to second order,

$$\begin{aligned}Z&\simeq1+(1-r)v_F+(x+iy)+r^2(x-iy)-2rx\\&=1+(1-r)v_F+(1-r)^2x+i(1-r^2)y.\end{aligned} \tag{29}$$

For $r=0.5$, with $x=-0.08926$ and $y=-0.00111$, the real part is $1-0.25\times0.08926=0.9777$. The imaginary part is $-0.5\times0.35204-0.75\times0.00111=-0.1769$. Full propagation gives $0.9777-0.1750i$. The difference, about 0.2% of $|Z|$, comes from third and higher orders. For equal couplings full propagation gives $Z=1$ within rounding.

The second condition is the equal-time rule (9). Suppose that the creator were taken later in physical time on both branches. On B it would then be earlier on the contour, and the closed line would be $L^>_{jj}(t,t)=-(1-n_j)$ instead of $n_j$. The two spins give $(1-n_j)^2$, and the first-order sum becomes

$$-iU\int_0^Tdt\sum_j\left[n_j^2-(1-n_j)^2\right]=-iU\int_0^Tdt\sum_j(2n_j-1)=-iUT(2N-2). \tag{30}$$

Here $N=\sum_jn_j$ is the conserved particle number per spin, and the last form is for two sites. With $N=1.1$ and $UT=0.5$ the remainder is $-0.5\times0.2\,i=-0.1\,i$. It vanishes for $N=1$, so in this model the first-order vacuum sum at half filling would not reveal the wrong rule.

The third condition concerns the initial state. A Gaussian $\rho$ allows all vertices to lie on F or B. If initial correlations are generated by an additional imaginary-time track, a vertex on that track has no partner of opposite sign on another branch. Diagrams with vertices only on the track are not covered by the proof.

Finally, the argument assumes finite $T$ and bounded lines. For $T\to\infty$ the branches must be summed before the limit is taken: the total is zero at every finite $T$, while the separate parts can grow without bound, as (20) does. In a continuum model with singular short-time propagators, (19) still holds if the integrand is absolutely integrable. If it is not, the separation into sectors and the order of sums and integrals are not justified until the integrals are made convergent by a regulator that is the same on both branches. Further digits of most values in the example are in the numerical output below.

## Computed results

```
Hopping 0.10, site-1 offset 0.05, U 0.05 hartree
Initial occupation per spin: site 1 0.9, site 2 0.2
Turning time T = 10.0 a.u. of time = 0.2419 fs
Propagator formula vs Fock space, max error: 3.4e-16
Diagram sums vs Fock space, orders 1-3, max error: 2.0e-15
Latest-vertex sum, each diagram, orders 1-3, max: 0.0e+00
Labelled diagrams at orders 1,2,3: [1, 4, 36]
Third-order ring integrand, vertex times (3.0, 8.0, 5.0) a.u.
(branches of vertices 1,2,3; vertex 2 latest; unit 1e-6 hartree^3)
  FFF: -0.6951 +2.5667 i 
  FBF: +0.6951 -2.5667 i 
  FFB: +0.1669 -2.9060 i 
  FBB: -0.1669 +2.9060 i 
  BFF: -0.1597 -2.4287 i 
  BBF: +0.1597 +2.4287 i 
  BFB: +0.8716 +2.9069 i 
  BBB: -0.8716 -2.9069 i 
Largest |sum over latest branch|: 0.0e+00 x 1e-6 hartree^3
Largest |sum over earliest branch|: 1.0386 x 1e-6 hartree^3
First-order vacuum diagram (dimensionless)
  F: +0.000000 -0.352043 i 
  B: -0.000000 +0.352043 i 
Second-order ring, integrated, with 1/2! (dimensionless)
  FF: -0.008821 -0.001122 i 
  FB: +0.008821 -0.000000 i 
  BF: +0.008821 +0.000000 i 
  BB: -0.008821 +0.001122 i 
  |sum of the four|: 2.6e-17
Largest |sum| of the four second-order diagrams: 2.8e-16
All second-order diagrams, forward branch only: -0.089255 -0.001110 i 
|Z - 1| with equal couplings, full propagation: 2.6e-16
Backward/forward coupling ratio in the next two lines: 0.5
Z, diagrams to second order: +0.977686 -0.176854 i 
Z, full propagation: +0.977705 -0.174951 i 
First-order remainder with wrong equal-time rule: +0.000000 -0.100000 i 
Measurement time tx = 4.0 a.u. of time
Occupation of site 1 (spin up) at tx, U = 0: +0.794205 -0.000000 i 
First-order shift of it, from diagrams: +0.000453 +0.000000 i 
First-order shift, from full propagation: +0.000453 +0.000000 i 
Shift integrand at t = 2 a.u.: +0.000173 -0.000000 i hartree
|Shift integrand| at t = 7 a.u.: 0.0e+00 hartree
|Part of the shift from t > tx|: 2.1e-19
```
